\section*{Square-root band tail of three-dimensional white-noise disorder from the optimum fluctuation}

\section{Result and conventions}

An electron in a parabolic band moves in a random potential,
\begin{equation}
H=-a\nabla^2+V(\mathbf r),\qquad a=\frac{\hbar^2}{2m},\qquad
\langle V\rangle=0,\quad \langle V(\mathbf r)V(\mathbf r')\rangle=\gamma\,\delta(\mathbf r-\mathbf r'),
\end{equation}
with Gaussian statistics. Let $E>0$ be the binding energy below the disorder-shifted band edge. In three dimensions the leading exponential of the density of states is
\begin{equation}
\ln\rho(-E)\simeq-\frac{C\,a^{3/2}E^{1/2}}{\gamma}=-\sqrt{E/E_0},\qquad
E_0=\frac{\gamma^2}{C^2a^3},\qquad C\simeq37.79 .
\label{result}
\end{equation}
With $\hbar=m=1$ the exponent is $-13.36\,E^{1/2}/\gamma$. White noise in three dimensions needs a short-distance cutoff $\ell$; the law needs $E_0\ll E\ll a/\ell^2$, and both inequalities must be taken strictly: at $E\approx0.01\,a/\ell^2$ the finite range treated below already raises the exponent of (\ref{result}) by about 15\%, and the next-order edge shift has the scale $9E_0$. The algebraic factor in front of the exponential is not derived here.

\section{One dimension first}

Divide space into cells of size $\Delta$. The mean of $V$ over a cell has variance $\gamma/\Delta$, so the cell contributes a factor $\exp(-V_i^2\Delta/2\gamma)$. The product over cells gives a potential the weight
\begin{equation}
e^{-S[V]},\qquad S[V]=\frac1{2\gamma}\int V^2 .
\label{weight}
\end{equation}
A deep level is rare. To leading exponential order its probability is that of the cheapest potential which has a level at $-E$. For a normalized real bound state $\psi$ of this energy, define
\begin{equation}
T=a\int|\nabla\psi|^2,\qquad Q=\int\psi^4 .
\end{equation}
The energy is $-E=T+\int V\psi^2$, and the Cauchy--Schwarz inequality gives
\begin{equation}
E+T=-\int V\psi^2\le\Big(\int V^2\Big)^{1/2}Q^{1/2}
\quad\Rightarrow\quad S\ge\frac{(E+T)^2}{2\gamma Q}.
\label{cs}
\end{equation}
Equality requires $V=-\lambda\psi^2$, and then $\lambda=(E+T)/Q$.

It remains to minimize the right side over $\psi$. Varying $2\ln(E+T)-\ln Q$, with a multiplier for the norm, gives
\begin{equation}
\frac{-4a\nabla^2\psi}{E+T}-\frac{4\psi^3}{Q}+\text{const}\times\psi=0 .
\end{equation}
Multiplying by $(E+T)/4$ turns this into $-a\nabla^2\psi-\lambda\psi^3+\nu\psi=0$. Multiplying by $\psi$ and integrating gives $\nu=\lambda Q-T=E$. The stationarity condition is therefore the Schr\"odinger equation in the well $-\lambda\psi^2$ at energy $-E$. A nodeless solution is the ground state of that well.

Set $\kappa^2=E/a$, $\mathbf x=\kappa\mathbf r$ and $\lambda\psi^2=Ef^2(\mathbf x)$. Then
\begin{equation}
-\nabla^2f+f-f^3=0,\qquad V=-E f^2(\kappa\mathbf r).
\label{cubic}
\end{equation}
In one dimension, multiplying by $f'$ and integrating from infinity gives $f'^2=f^2-f^4/2$, which $f=\sqrt2\,\mathrm{sech}\,x$ satisfies. Since $\int\mathrm{sech}^4x\,dx=4/3$,
\begin{equation}
S_{1}=\frac{E^2}{2\gamma\kappa}\int f^4dx=\frac{E^2}{2\gamma}\sqrt{\frac aE}\,\frac{16}{3}
=\frac{8}{3}\,\frac{a^{1/2}E^{3/2}}{\gamma}.
\label{one}
\end{equation}

One dimension also has an exact density, which shows whether the cheapest potential gives the right exponential. Take $a=1$. The variable $z=\psi'/\psi$ at energy $-E$ obeys $z'=E-z^2+V$. It behaves as a diffusing particle in the potential $U=z^3/3-Ez$, and it runs from $+\infty$ to $-\infty$ between successive nodes of $\psi$. The number $N$ of states below $-E$ per length is the node density $1/\tau$, where $\tau$ is the mean passage length. The mean length $\tau(z)$ needed from a starting value $z$ obeys $\tfrac\gamma2\tau''-U'\tau'=-1$. Integrating once with the factor $e^{-2U/\gamma}$, and then over all $z$,
\begin{equation}
\tau=\frac2\gamma\int_{-\infty}^{\infty}dz\int_z^\infty dy\;e^{2[U(z)-U(y)]/\gamma}.
\end{equation}
With $y=z+u$ and $c=z+u/2$, one has $U(y)-U(z)=u(c^2+u^2/12-E)$. The Gaussian integral over $c$ leaves
\begin{equation}
\tau=\int_0^\infty du\,\sqrt{\frac{2\pi}{\gamma u}}\;
\exp\Big[\frac2\gamma\Big(Eu-\frac{u^3}{12}\Big)\Big].
\end{equation}
For large $E$ the exponent peaks at $u=2\sqrt E$ with the value $8E^{3/2}/3\gamma$ and second derivative $-u/\gamma$. Hence $\tau\simeq(2\pi/u)\,e^{8E^{3/2}/3\gamma}$ and
\begin{equation}
N(-E)\simeq\frac{\sqrt E}{\pi}\,\exp\Big(-\frac{8E^{3/2}}{3\gamma}\Big).
\end{equation}
The exponential is that of (\ref{one}), coefficient included. The optimum potential misses the factor $\sqrt E/\pi$, as expected of a leading-exponential argument.

\section{Three dimensions: the power}

Nothing in (\ref{weight})--(\ref{cubic}) used the dimension. The power of $E$ follows from stretching the state. Let $\psi_s(\mathbf r)=s^{3/2}\psi(s\mathbf r)$, which keeps the norm. Each derivative brings a factor $s$, so $T\to s^2T$. In $Q$ the fourth power brings $s^6$ and the volume element $s^{-3}$, so $Q\to s^3Q$. The bound (\ref{cs}) becomes
\begin{equation}
S(s)=\frac{(E+s^2T)^2}{2\gamma s^3Q}.
\end{equation}
It diverges as $s^{-3}$ for wide states and as $s$ for narrow ones, so there is a minimum between. Setting the logarithmic derivative to zero,
\begin{equation}
\frac{4s^2T}{E+s^2T}=3\quad\Rightarrow\quad s^2T=3E .
\label{virial}
\end{equation}
Inserting $s=(3E/T)^{1/2}$ gives
\begin{equation}
S=\frac{(4E)^2}{2\gamma Q}\Big(\frac{T}{3E}\Big)^{3/2}
=\frac{8}{3^{3/2}}\,\frac{E^{1/2}}{\gamma}\,\frac{T^{3/2}}{Q}.
\label{gn}
\end{equation}
The ratio $T^{3/2}/Q$ does not change under stretching, so its minimum is a number times $a^{3/2}$. This is the square root. In terms of the well, the depth scales as $E$ and the volume as $E^{-3/2}$, so $\int V^2\propto E^{2-3/2}$. In $d$ dimensions the same count gives $E^{2-d/2}$, which is $3/2$ for $d=1$, in agreement with (\ref{one}). A minimum at finite width needs $d<4$, because the narrow-state cost grows as $s^{4-d}$.

The square root would be empty if $T^{3/2}/Q$ could be made as small as one likes. It cannot. Writing $\psi^2$ as an integral of $2\psi\,\partial_x\psi$ from the left and from the right, and averaging the two, gives $\psi^2\le\int|\psi\,\partial_x\psi|\,dx$; the same holds along $y$ and $z$. At fixed $z$ let $A=\iint\psi^2dxdy$ and $p_i^2=\iint(\partial_i\psi)^2dxdy$. Then
\begin{equation}
\iint\psi^4\,dxdy\le\iint|\psi\,\partial_x\psi|\,dxdy\iint|\psi\,\partial_y\psi|\,dxdy\le A\,p_xp_y .
\end{equation}
With $P_i^2=\int(\partial_i\psi)^2d^3r$ and unit norm, the bound along $z$ gives $A(z)\le P_z$. Integrating over $z$ and using the inequality of the means,
\begin{equation}
Q\le P_xP_yP_z\le\Big(\frac{P_x^2+P_y^2+P_z^2}{3}\Big)^{3/2}=\Big(\frac{T}{3a}\Big)^{3/2}.
\end{equation}
Equation (\ref{gn}) then gives $S\ge8\,a^{3/2}E^{1/2}/\gamma$. This is a bound on the coefficient, not its value.

\section{Three dimensions: the coefficient}

Two known results are used here. Rearranging $\psi$ into a spherical, outward-decreasing function keeps the norm and $Q$ and does not raise $T$, so the optimum may be sought among spherical states. The minimum is attained, and (\ref{cubic}) has one nodeless decaying spherical solution. With that $f$,
\begin{equation}
S=\frac{E^2}{2\gamma\kappa^3}\int f^4d^3x=\frac{C\,a^{3/2}E^{1/2}}{\gamma},\qquad
C=\frac12\int f^4d^3x .
\end{equation}
Since $\psi\propto f$, condition (\ref{virial}) reads $\int|\nabla f|^2=3\int f^2$. Multiplying (\ref{cubic}) by $f$ and integrating then gives $\int f^4=4\int f^2$.

The solution was found by shooting: the radial equation is integrated outwards from a trial value $f(0)$, which is bisected between solutions that cross zero and solutions that turn upwards. This gives $f(0)=4.337$, $\int f^2=18.90$, $\int f^4=75.59$ and $C=37.79$. The well is deep and narrow: its centre lies at $f(0)^2E=18.8\,E$, and half depth is reached at $0.37/\kappa$.

A second route avoids the cubic equation. Take any well with ground level $-E$ and ground state $\psi$, and replace it by $-\lambda\psi^2$ with $\lambda=(E+T)/Q$. By (\ref{cs}) the new well costs no more. In it $\psi$ has mean energy $-E$, so the true ground level is at or below $-E$, and $\lambda$ can be reduced until it returns there. Repeating this never raises the cost. On a radial grid, starting from a well proportional to $-e^{-2\kappa r}$, the coefficients run $42.3,\ 39.0,\ 38.2,\dots$ and settle at $37.79$.

Simple shapes cost more than the optimum. For a Gaussian state $\psi\propto e^{-r^2/2b^2}$, $T=3a/2b^2$ and $Q=(2\pi)^{-3/2}b^{-3}$. Thus $T^{3/2}/Q=(3\pi a)^{3/2}$ and the coefficient is $8\pi^{3/2}=44.5$, which is 18\% above $C$. The best square well costs $52.2$.

\section{Noise with a finite range}

Let the noise have the spectrum $B(k)$ in place of $\gamma$. The weight becomes $S=\tfrac12\int\frac{d^3k}{(2\pi)^3}|V_k|^2/B(k)$. The Cauchy--Schwarz step in Fourier space gives
\begin{equation}
S=\min_\psi\frac{(E+T)^2}{2M},\qquad M=\int\frac{d^3k}{(2\pi)^3}B(k)\,|(\psi^2)_k|^2 .
\end{equation}
At the minimum a change of $\psi$ has no first-order effect, so $dS/dE=(E+T)/M$ and
\begin{equation}
\frac{d\ln S}{d\ln E}=\frac{2E}{E+T}.
\label{local}
\end{equation}
White noise has $T=3E$ and gives $1/2$. If the noise is so smooth that $T\ll E$, the exponent tends to 2: the electron then simply follows the Gaussian distribution of the local potential. For $B=\gamma/(1+k^2\ell^2)^2$, the descent method extended to this noise gives local exponents $0.84$, $1.21$ and $1.53$ at $\kappa\ell=0.3$, $1$ and $3$. The square root is thus lost well before $\kappa\ell=1$, because the well is much narrower than $1/\kappa$.

The range cannot simply be set to zero. In second order the band edge moves by
\begin{equation}
\delta=-\int\frac{d^3k}{(2\pi)^3}\frac{B(k)}{ak^2}
=-\frac{\gamma}{2\pi^2a}\int_0^\infty\frac{dk}{(1+k^2\ell^2)^2}
=-\frac{\gamma}{8\pi a\ell},
\label{shift}
\end{equation}
which diverges as $\ell\to0$. Noise components with $k\gg\kappa$ shift a state in the well by nearly the same amount, so $E$ is to be counted from the shifted edge. An error $\delta_1$ in the placing of that edge changes the cost by about $Ca^{3/2}\delta_1/(2\gamma E^{1/2})$, which falls with depth if $\delta_1$ is fixed. The part of the second-order shift that depends on the state scales as $\gamma\kappa/a$; it changes the cost by a constant independent of depth and belongs to the factor in front of the exponential. The next order contains a crossed term, $-\gamma^2\int G^3d^3r$ with $G=e^{-\kappa r}/(4\pi ar)$. Cut off at $r\sim\ell$, its leading part for $\kappa\ell\to0$ is the shift $-\frac{\gamma^2}{16\pi^2a^3}\ln\frac{1}{\kappa\ell}$, which is $9E_0$ times the logarithm; the constant beside the logarithm is not determined here. This shift leaves the leading square root intact only when $E$ is far above this value, so the condition $E\gg E_0$ must be taken strictly.

\section{Heavily doped silicon}

Take n-type silicon at low temperature with $n=10^{20}\ \mathrm{cm^{-3}}=0.1\ \mathrm{nm^{-3}}$ ionized donors and six valleys. Rough typical values are $m_t=0.19$, $m_l=0.92$ (in electron masses) and relative permittivity $11.7$. Rescaling each axis by $r_i=\sqrt{m_d/m_i}\,r_i'$ makes the kinetic energy isotropic with mass $m_d$. The choice $m_d=(m_t^2m_l)^{1/3}=0.321$ gives unit Jacobian, so $\gamma$ is unchanged. White noise thus absorbs the anisotropy, and $a=0.1185\ \mathrm{eV\,nm^2}$.

The Fermi energy is
\begin{equation}
E_F=a\Big(\frac{3\pi^2n}{6}\Big)^{2/3}=74\ \mathrm{meV}.
\end{equation}
In linear Thomas--Fermi screening the electron density responds as $3n/2E_F$ per unit of potential energy, and each donor gathers one electron. The volume integral of its attraction is therefore $v_0=2E_F/3n=0.4935\ \mathrm{eV\,nm^3}$. The screening length is $\ell=(\varepsilon v_0/e^2)^{1/2}=0.565$ nm, with $\varepsilon$ the static permittivity. Randomly placed donors have the spectrum of the previous section with
\begin{equation}
\gamma=nv_0^2=0.02435\ \mathrm{eV^2\,nm^3},\qquad
E_0=\Big(\frac{0.02435}{37.79\times0.1185^{3/2}}\Big)^2\mathrm{eV}=0.25\ \mathrm{meV}.
\end{equation}
At $E=2$ meV the ideal cost is $\sqrt{2/0.249}=2.83$, a suppression to 6\%. The costs at three depths, for fixed doping, are as follows.

\begin{center}
\begin{tabular}{lccc}
$E$ (meV) & 1 & 2 & 4\\
half-depth radius (nm) & 4.0 & 2.8 & 2.0\\
well depth (meV) & 19 & 38 & 75\\
$S$, white noise & 2.00 & 2.83 & 4.01\\
$S$, finite range & 2.10 & 3.09 & 4.66\\
$S$, Poisson donors & 1.90 & 2.56 & 3.33
\end{tabular}
\end{center}

In this screening model the finite range raises the cost by 5 to 16\%. Thomas--Fermi screening holds for $k\ll2k_F$, with $k_F=(E_F/a)^{1/2}$. Here $1/\ell=1.77\ \mathrm{nm^{-1}}$ exceeds $2k_F=1.58\ \mathrm{nm^{-1}}$, so this correction is only a rough one. Between 1 and 4 meV the mean exponent of the finite-range cost is $\ln(4.66/2.10)/\ln4=0.57$ instead of $0.50$. Here the range was taken as isotropic in the rescaled coordinates. In truth it varies with direction between $\ell\sqrt{m_t/m_d}$ and $\ell\sqrt{m_l/m_d}$, and these two ranges bound the cost at 4 meV by $4.4$ and $5.5$.

The last row replaces Gaussian by Poisson statistics for the same well, with donors treated as pointlike. A donor density $n(1+x)$, with $x=Ef^2/(nv_0)$, costs $n[(1+x)\ln(1+x)-x]$ per volume, which reduces to $nx^2/2$ for small $x$. At 4 meV the centre of the well needs $x=1.5$, and with linear screening the cost falls by 17\%. This fall is not a net correction, because nonlinear screening enters at the same order. In a slowly varying well of local depth $uE_F$, Thomas--Fermi theory requires $x=(1+u)^{3/2}-1\simeq\tfrac32u(1+\tfrac u4)$, which raises $x^2$ by the factor $1+u/2$. The Poisson cost $\tfrac12nx^2(1-x/3)$ brings the factor $1-u/2$. The two effects cancel to first order in $u$.

Linear screening requires a well much shallower than $E_F$. Depth and Fermi energy become equal at $E=E_F/f(0)^2=3.9$ meV. With $\gamma=4E_F^2/9n$ and $n=g\,(E_F/a)^{3/2}/3\pi^2$ for $g$ valleys, the ideal cost there is
\begin{equation}
S=\frac{Ca^{3/2}}{\gamma}\,\frac{E_F^{1/2}}{f(0)}=\frac{3\,g\,C}{4\pi^2f(0)}=3.97\qquad(g=6).
\end{equation}
The doping has cancelled. In this model of uncompensated, linearly screened donors, the ideal law spans at most about four factors of $e$ before its own screening assumption fails, at any density for which the electrons form a degenerate gas that screens in this way.

The screening used here is that of zero temperature, which requires $kT\ll E_F$. At 20 K the ratio $E_F/kT$ is 43 and the condition holds. At room temperature $kT=26$ meV and the ratio is only 2.9, so the zero-temperature numbers above are no longer accurate there. The edge shift (\ref{shift}) is $-14$ meV, larger than the whole tail considered, so the model does not fix the absolute position of the tail. The shape is uncertain as well: the table covers only $E/E_0=4$ to $16$, and the next-order shift has the scale $9E_0=2.3$ meV, comparable with $E$ itself. Repeated scattering by one donor also changes the cost. Its second-order term strengthens the attraction by the fraction $v_0/(8\pi a\ell)=0.293$. Used in place of $v_0$, the stronger value would multiply $\gamma$ by $1.293^2=1.67$ and lower the ideal cost by 40\%, and for a fixed potential the higher terms act in the same direction. The potential is not fixed, however: $v_0$ was set by one electron per donor in linear response, and repeated scattering makes the same potential gather more than one. Restoring neutrality weakens the potential and offsets part of the change, so the net effect is not determined here. Valley coupling, the short-range potential of the donor core and correlations between donor positions are left out. For this material the numbers therefore show the scales involved and the limits of the model; they do not establish a square-root tail.

All numerical values are calculated from the stated model.
